# Anharmonic vibration next to a vacancy and the curvature of the Arrhenius plot

## Definitions and conventions

Energies are in eV, lengths in Å, $\theta=k_BT$ and $\beta=1/\theta$. Nuclei are classical and move on one Born–Oppenheimer surface $V$. The free energy $F=-\theta\ln Z$ of a periodic cell is taken with the centre of mass fixed and with the integral restricted to the basin of one configuration, so the vacancy does not jump. This restriction changes $F$ by terms of order $e^{-E_m/\theta}$, with $E_m$ the migration barrier; such terms have no power series in $\theta$, and the series below are asymptotic. At zero pressure $G(T)=\min_\varepsilon F(\varepsilon,T)$, where $\varepsilon$ is an isotropic strain, which is the only strain that a cubic cell with one vacancy acquires. For a cell of $N$ sites the formation free energy is

$$G_f=G(N-1\text{ atoms, vacancy})-\frac{N-1}{N}\,G(N\text{ atoms}).$$

If vacancies do not interact, $n$ of them among $N$ atoms carry the weight $\binom{N+n}{n}z^n$ with $z=e^{-\beta G_f}$. The binomial series sums these weights to $(1-z)^{-(N+1)}$, and applying $z\,\partial_z\ln$ gives $\bar n=(N+1)z/(1-z)$. The fraction of empty sites is $\bar n/(N+\bar n)=(N+1)z/(N+z)$, so for large $N$

$$c=e^{-\beta G_f}.$$

The coefficients $E_f$, $S_0$ and $A$ are defined by

$$G_f=E_f-TS_0-A\theta^2+O(\theta^3).$$

Local Grüneisen theory attributes $A$ to the neighbours of the vacancy: on heating at fixed lattice they shift, in the model below toward the empty site, to where the vibrational free energy is lower. The resulting contribution to $A$ has a fixed sign, but it is one of four, and the linear term $-TS_0$ stands beside it.

## One coordinate

Take $V=\tfrac12\kappa x^2+V_3+V_4+\dots$ with $V_3=gx^3/6$ and $V_4=hx^4/24$. Dividing $Z$ by its harmonic value turns it into a Gaussian average of variance $\sigma^2=\theta/\kappa$:

$$F-F_h=-\theta\ln\langle e^{-\beta(V_3+V_4+\dots)}\rangle=\langle V_3+V_4\rangle-\tfrac{\beta}{2}\langle V_3^2\rangle+\dots$$

Since $x\sim\theta^{1/2}$, both $\langle V_4\rangle$ and $\beta\langle V_3^2\rangle$ are of order $\theta^2$. Odd averages such as $\langle V_3\rangle$, $\langle V_5\rangle$ and $\langle V_3V_4\rangle$ vanish, and the next survivors ($\langle V_6\rangle$, $\beta\langle V_4^2\rangle$, $\beta\langle V_3V_5\rangle$ and higher cumulants) are of order $\theta^3$. Integration by parts gives $\langle x^n\rangle=(n-1)\sigma^2\langle x^{n-2}\rangle$, hence $\langle x^4\rangle=3\sigma^4$ and $\langle x^6\rangle=15\sigma^6$. Then $\langle V_4\rangle=3h\sigma^4/24$ and $\tfrac\beta2\langle V_3^2\rangle=15\beta g^2\sigma^6/72$, so

$$F-F_h=\theta^2\left[\frac{h}{8\kappa^2}-\frac{5g^2}{24\kappa^3}\right].$$

The mean position in the full potential, $\bar x$, follows from the first-order weight $1-\beta V_3$:

$$\bar x=-\beta\langle xV_3\rangle=-\beta\,\frac g6\,3\sigma^4=-\frac{g\,\theta}{2\kappa^2}.$$

For $g<0$ the well is softer on the side $x>0$ and the particle drifts there in proportion to $T$.

The Grüneisen reading treats the shift $x_0$ as a static parameter on which the frequency depends, $\omega^2\propto V''(x_0)=\kappa+gx_0+\dots$. A classical oscillator has free energy $\theta\ln(\hbar\omega/\theta)$, so the $x_0$-dependent part is $\tfrac12\kappa x_0^2+\tfrac\theta2\ln(1+gx_0/\kappa)$. Because $x_0\sim\theta$, the terms $gx_0^3$ and $\theta x_0^2$ are of order $\theta^3$, and the logarithm may be linearised to $\theta gx_0/2\kappa$. The minimum lies at $x_0=-g\theta/2\kappa^2$, equal to $\bar x$, and its value is

$$\frac{g^2\theta^2}{8\kappa^3}-\frac{g^2\theta^2}{4\kappa^3}=-\frac{g^2\theta^2}{8\kappa^3}.$$

This is $3/24$ where the cumulant has $5/24$. The number 15 in $\langle x^3x^3\rangle$ counts the ways to pair six factors. In $3\times3=9$ of them each cube pairs two of its own factors and sends one across; in $3!=6$ all three go across. The first class gives $9/72=1/8$, the Grüneisen term. The second gives $6/72=1/12$ and is called the sunset term; it is a fluctuation effect that no static shift reproduces.

For a Morse well $D(1-e^{-ax})^2=D(1-2e^{-ax}+e^{-2ax})$ the $n$-th derivative at the origin is $D(-a)^n(2^n-2)$, so $\kappa=2Da^2$, $g=-6Da^3$, $h=14Da^4$. The Grüneisen, sunset and quartic coefficients are $-36/64=-9/16$, $-36/96=-3/8$ and $14/32=7/16$ in units of $1/D$, with sum $-1/(2D)$. The last two nearly cancel here, so the Grüneisen term alone is within $1/8$ of the total, relative to the total. That is a property of this single well.

## Many coordinates

Let $u_i$ be the Cartesian displacements of $M$ atoms, $K_{ij}$ the Hessian, $\mathcal G$ its inverse on the $3M-3$ modes orthogonal to translations, and $V_3=\Phi_{ijk}u_iu_ju_k/6$, $V_4=\Phi_{ijkl}u_iu_ju_ku_l/24$, with repeated indices summed. The harmonic covariance is $\langle u_iu_j\rangle=\theta\mathcal G_{ij}$, and a Gaussian average is the sum over pairings of products of covariances. Define

$$w_k=\tfrac12\Phi_{ijk}\mathcal G_{ij}=\partial_k\,\tfrac12\ln{\det}'K=\partial_k\sum_\nu\ln\omega_\nu .$$

The second equality is $\partial\ln\det K=\operatorname{tr}(K^{-1}\partial K)$; translations remain zero modes at any displaced configuration, so omitting them is consistent. The three pairings of $V_4$ are equal by the symmetry of $\Phi$ and give $\tfrac{3}{24}\theta^2\Phi_{ijkl}\mathcal G_{ij}\mathcal G_{kl}$. In $-\tfrac\beta2\langle V_3^2\rangle$ the prefactor is $-\theta^2/72$. The nine pairings with self-contractions each give $(2w_k)\mathcal G_{kn}(2w_n)$, so the coefficient of $w\mathcal Gw$ is $-36/72$; the six crossing pairings give $-6/72$. At fixed lattice

$$\frac{F_2}{\theta^2}=-\tfrac12\,w\mathcal Gw-\tfrac1{12}\Phi_{ijk}\Phi_{lmn}\mathcal G_{il}\mathcal G_{jm}\mathcal G_{kn}+\tfrac18\Phi_{ijkl}\mathcal G_{ij}\mathcal G_{kl}.$$

In $\bar u_n=-\beta\langle u_nV_3\rangle$, $u_n$ pairs with one of three factors, giving $-\beta\tfrac36\theta^2\Phi_{ijk}\mathcal G_{ij}\mathcal G_{kn}$, that is $\bar u=-\theta\,\mathcal Gw$. The first term of $F_2$ is the minimum of $\tfrac12uKu+\theta\,w\cdot u$, reached at exactly this $\bar u$: the vector $-\theta w$ is an entropic force that pushes atoms toward configurations with lower frequencies. This term is the local Grüneisen term.

## What symmetry fixes

The function $\sum\ln\omega_\nu$ is invariant under every symmetry of the structure, so the three components $\mathbf w_a$ on atom $a$ form a vector invariant under the site group of $a$. Every site of a perfect fcc crystal is an inversion centre, $\mathbf w_a=-\mathbf w_a$, and $w=0$. A nearest neighbour of a vacancy has site group $C_{2v}$ with its axis along the $\langle110\rangle$ line to the empty site; the two mirror planes remove the transverse components and leave the component along the line free. Since $\mathcal G$ is positive on the allowed modes and the bulk reference vanishes, the local contribution to $G_f$ is $-\tfrac12\theta^2w\mathcal Gw\le0$ whatever the sign of $w$. The sunset term is non-positive in each cell, being a sum of squares in the normal-mode basis, but it is present in the bulk too, and this argument gives no sign for its defect-minus-bulk difference. The quartic term has no fixed sign even within one cell, and neither has its difference, so symmetry does not fix the sign of $A$.

Let $e$ be the vector that moves each of the 12 neighbours a unit distance inward. Restricting the minimisation to $u=se$ leaves $\tfrac12k_ss^2+\theta w_ss$ with $k_s=eKe$ and $w_s=e\cdot w$, whose minimum is $-\theta^2w_s^2/2k_s$. A restricted minimum cannot lie below the full one, so $w_s^2/2k_s\le\tfrac12w\mathcal Gw$. A local Grüneisen parameter per neighbour is $\Gamma_{\rm loc}=-r_0w_s/12$, with $r_0$ the bond length; it is positive when inward motion lowers the frequencies.

## Thermal expansion

With strain, a bond vector is $\mathbf R(1+\varepsilon)+\mathbf u_j-\mathbf u_i$. The thermal strain is of order $\theta$, so its effect on the sunset and quartic terms is of order $\theta^3$, and only the static-shift problem is enlarged:

$$\tfrac12uKu+\varepsilon\,b\cdot u+\tfrac12K_{\varepsilon\varepsilon}\varepsilon^2+\theta(w\cdot u+w_\varepsilon\varepsilon),$$

with $b_i=\partial^2V/\partial\varepsilon\,\partial u_i$ and $w_\varepsilon=\partial_\varepsilon\sum\ln\omega$. Minimising over $u$ gives $u=-\mathcal G(\theta w+\varepsilon b)$ and the value $-\tfrac12(\theta w+\varepsilon b)\mathcal G(\theta w+\varepsilon b)$. Collecting powers of $\varepsilon$ leaves $-\tfrac12\theta^2w\mathcal Gw+\tfrac12\tilde K\varepsilon^2+\theta\tilde w\varepsilon$ with $\tilde K=K_{\varepsilon\varepsilon}-b\mathcal Gb$ and $\tilde w=w_\varepsilon-b\mathcal Gw$. Minimising over $\varepsilon$ gives $\varepsilon=-\theta\tilde w/\tilde K$ and the volume term $-\theta^2\tilde w^2/2\tilde K$. This is ordinary Grüneisen expansion, with the same algebra as the local term. The split is a convention: "local" means at fixed lattice, and the coupling between the two is booked under "volume".

Write $\tilde w=Mw_1+\delta w$ and $\tilde K=MK_1+\delta K$ for the defect cell, with $w_1,K_1$ the bulk values per atom, and set $\epsilon_1=-w_1/K_1$, the bulk strain per unit $\theta$. To first order in $\delta w$ and $\delta K$, $-\tilde w^2/2\tilde K$ changes by $-(w_1/K_1)\delta w+(w_1^2/2K_1^2)\delta K$, and second-order terms carry $1/M$. The volume contribution to $G_f/\theta^2$ is therefore $\epsilon_1\delta w+\tfrac12\epsilon_1^2\delta K$, of either sign.

## The model: an fcc Morse crystal

Nearest neighbours interact through $\phi(r)=D[(1-e^{-a(r-r_0)})^2-1]$. At $T=0$ every bond has length $r_0$ and $\phi'=0$, with or without the vacancy, so nothing relaxes. The defect cell has $6N-12$ bonds against $6(N-1)$ in the reference, and $E_f=6D$.

For a bond with direction $\mathbf n$ and relative displacement $\mathbf d$, put $l=\mathbf n\cdot\mathbf d$ and $t^2=d^2-l^2$. The length is $\sqrt{(r_0+l)^2+t^2}=r_0+l+t^2/[2(r_0+l)]+O(t^4)$, so the stretch is $\eta=l+t^2/2r_0-lt^2/2r_0^2+O(d^4)$. Fourth-order pieces of $\eta$ would enter only through $\phi'$, which is zero. Sorting $\phi''\eta^2/2+\phi'''\eta^3/6+\phi''''\eta^4/24$ by order, where $\eta^2$ has the cubic part $lt^2/r_0$ and the quartic part $t^4/4r_0^2-l^2t^2/r_0^2$, and $\eta^3$ has the quartic part $3l^2t^2/2r_0$,

$$V_3=\frac{\phi'''}{6}l^3+\frac{\phi''}{2r_0}lt^2=p\,l^3+q\,l\,d^2,\qquad q=\frac{\phi''}{2r_0},\quad p=\frac{\phi'''}6-q,$$

$$V_4=\frac{\phi''''}{24}l^4+\Big(\frac{\phi'''}{4r_0}-\frac{\phi''}{2r_0^2}\Big)l^2t^2+\frac{\phi''}{8r_0^2}t^4 .$$

Let $\langle\mathbf d\,\mathbf d^T\rangle=\theta C$, where $C=\mathcal G_{jj}-\mathcal G_{ji}-\mathcal G_{ij}+\mathcal G_{ii}$ in $3\times3$ blocks, and let $L=\mathbf nC\mathbf n$, $\tau=\operatorname{tr}C-L$, $P=1-\mathbf{nn}^T$. Pairing gives, in units of $\theta^2$, $\langle l^4\rangle=3L^2$, $\langle l^2t^2\rangle=L\tau+2|PC\mathbf n|^2$ and $\langle t^4\rangle=\tau^2+2\operatorname{tr}(PCP)^2$. The bond's share of $w$ is $\langle\nabla_{\mathbf d}V_3\rangle/\theta$. With $\nabla l^3=3l^2\mathbf n$ and $\nabla(ld^2)=d^2\mathbf n+2l\mathbf d$,

$$\mathbf w_b=(3pL+q\operatorname{tr}C)\,\mathbf n+2qC\mathbf n ,$$

which is added to atom $j$ and subtracted from atom $i$. Because $\partial\mathbf d/\partial\varepsilon=r_0\mathbf n$, one has $w_\varepsilon=r_0\sum_b\mathbf n\cdot\mathbf w_b$ and $K_{\varepsilon\varepsilon}=\phi''r_0^2$ per bond, and $b$ is assembled in the same way from $\phi''r_0\mathbf n$. The longitudinal part is $\mathbf n\cdot\mathbf w_b=(3p+3q)L+q\tau=\phi'''L/2+q\tau$. When the negative first piece wins, each vibrating bond pushes its ends apart. Twelve such pushes balance on a bulk atom; on a neighbour of the vacancy the push from the empty side is missing, and the atom is driven inward.

The sunset term is $-\tfrac12\cdot6=-3$ times the sum over ordered bond pairs ($b=b'$ included) of the fully crossed contraction of two symmetric tensors $p\,n_\alpha n_\beta n_\gamma+\tfrac q3(n_\alpha\delta_{\beta\gamma}+n_\beta\delta_{\alpha\gamma}+n_\gamma\delta_{\alpha\beta})$. Let $X$ be the cross covariance $\langle\mathbf d\,\mathbf d'^T\rangle/\theta$, $\mathbf m$ the direction of $b'$ and $\chi=\mathbf nX\mathbf m$. The $p^2$ product gives $\chi^3$. In a $pq$ product one tensor feeds the vector $X^T\mathbf n$ (or $X\mathbf m$) into all three slots of $l\,d^2$. Of the nine $q^2$ products, three have $\mathbf n$ and $\mathbf m$ on the same line and six do not. The contraction is

$$p^2\chi^3+pq\,\chi\left(|X^T\mathbf n|^2+|X\mathbf m|^2\right)+q^2\left(\tfrac13\chi\operatorname{tr}XX^T+\tfrac23\,\mathbf nXX^TX\mathbf m\right).$$

For the harmonic term, $F_h=\theta\sum\ln(\hbar\omega/\theta)$ has $3M-3$ modes in the defect cell and $(3N-3)M/N$ in the scaled reference, a mismatch of $3/N$ modes. It is removed by the convention $S_0/k_B=(3M-3)\,[\overline{\ln\omega}_{\rm bulk}-\overline{\ln\omega}_{\rm vac}]$, with bars for averages per mode.

## Worked example

The parameters are round: $D=0.2$ eV, $r_0=3$ Å, $a=1.5$ Å$^{-1}$, $m=50$ u. Then $ar_0=4.5$, $\phi''=2Da^2=0.9$ eV/Å$^2$, which is $40.5\,D/r_0^2$, $\phi'''=-4.05$ eV/Å$^3$, $\phi''''=14.175$ eV/Å$^4$ and $E_f=1.2$ eV. The Hessians of cubic cells with 32, 108 and 256 sites were diagonalised numerically, $\mathcal G$ was built from the non-zero modes, and the bond sums above were evaluated. Defect-minus-bulk contributions to $-A$ are in $1/D$:

| $N$ | local | volume | sunset | quartic | $A$ | $S_0/k_B$ |
|---|---|---|---|---|---|---|
| 32 | −0.352 | 0.051 | −0.619 | 0.142 | 0.777 | 1.87 |
| 108 | −0.369 | 0.042 | −0.674 | 0.147 | 0.855 | 2.00 |
| 256 | −0.374 | 0.042 | −0.689 | 0.148 | 0.874 | 2.04 |

The steps in $A$, divided by the steps in $1/N$, are $0.0778/0.0220=3.5$ and $0.0186/0.00535=3.5$, so these three sizes follow a $1/N$ law; if it persists, the 256-site value is low by $3.5/256=0.014$, about 1.6% of itself. $S_0$ converges more slowly: its steps have the slopes $0.1370/0.0220=6.2$ and $0.0402/0.00535=7.5$, which still grow. Continuing the last one adds $7.5/256=0.03\,k_B$, so the limit is higher by about this much or slightly more, which would raise $c$ by 3–4%. The 256-site values are used below without these corrections: $A=0.8737/0.2=4.37$ eV$^{-1}$.

The local mechanism behaves as described. Of $|w|^2$, 98% sits on the 12 neighbours, $w_s=-36.03/r_0$ and $\Gamma_{\rm loc}=36.03/12=3.00$; the bulk Grüneisen parameter $-w_\varepsilon/[3(3N-3)]$ is 1.82. The stiffness $k_s$ can be counted. The 24 bonds within the shell shorten by $s$, since their length equals the shell radius; each neighbour also has one collinear outward bond (stretch $s$), four outward bonds at $60^\circ$ to the line (stretch $s/2$) and two perpendicular ones. Thus $k_s=(24+12+48/4)\phi''=48\times40.5=1944\,D/r_0^2$, and the one-coordinate term is $-36.03^2/(2\times1944)=-0.334/D$, which is 89% of the full local term $-0.3745/D$. The inward shift at fixed lattice, $-e\mathcal Gw\,\theta/12$, is $0.0217\,\theta r_0/D$, or 0.028 Å at 1000 K.

At zero pressure most of this shift disappears. The lattice expands by $\varepsilon=0.067\,\theta/D$ (found below), and the term $-\varepsilon\mathcal Gb$, with $b=\phi''r_0e$, pulls the neighbours outward by $\varepsilon\phi''r_0\,e\mathcal Ge/12$. Since $e\mathcal Ge\ge(e\cdot e)^2/k_s=144/(48\phi'')$, this is at least $\varepsilon r_0/4=0.017\,\theta r_0/D$. Relative to the expanded lattice an inward shift of at most $0.005\,\theta r_0/D$ is left, and the distance from a neighbour to the centre of the vacancy grows on heating.

The local term is not the largest, however. It supplies $0.3745/0.8737=43\%$ of $A$; without it $A$ would still be 2.50 eV$^{-1}$, because the sunset difference is almost twice as large and the quartic difference cancels little of it. A counting argument bears on this. The harmonic energy is $\sum_b\tfrac12\phi''l_b^2$, so equipartition gives $\sum_b\phi''L_b=3M$, ignoring the three translations, which act alike in both cells. In the bulk all $6M$ bonds are equivalent and $\phi''L=\tfrac12$. The defect cell shares the same total among $B=6M-6$ bonds, so its bonds vibrate more widely. By convexity $\sum(\phi''L)^3\ge(3M)^3/B^2=\tfrac34M+\tfrac32+O(1/M)$, against $\tfrac34M$. The purely longitudinal $b=b'$ part of the sunset term, $-\tfrac1{12}\phi'''^2\sum L^3$ with $\phi'''^2/\phi''^3=4.5/D$, therefore falls by at least $4.5\times1.5/12=0.56/D$. Evaluated separately at 256 sites, this piece is $-0.599/D$, which is 87% of the full sunset difference $-0.689/D$. Likewise $\sum(\phi''L)^2\ge(3M)^2/B=\tfrac32M+\tfrac32+O(1/M)$, against $\tfrac32M$, so in a large cell the $l^4$ term rises by at least $\tfrac7{16}\times1.5=0.66/D$. The whole quartic difference is only $0.148/D$, so the two terms with transverse motion, which the single well lacks, must together fall by about $0.5/D$ or more.

The volume difference is small and positive although the bulk term is $-0.547/D$ per atom. In this model $b=\phi''r_0\,e$, because on a neighbour only the contribution of the absent bond fails to cancel, and $\delta K=-6\phi''r_0^2-b\mathcal Gb<0$. A positive total with $\epsilon_1>0$ therefore requires $\delta w>0$. One positive part is the coupling $-b\mathcal Gw=40.5\times12\times0.0217=10.5$. From $\tfrac12K_1\epsilon_1^2=0.5473/D$ with $K_1=6\times40.5\,D$ one gets $\epsilon_1=0.067/D$, so the coupling alone adds $+0.71/D$: the inward drift relieves thermal pressure. The value 0.042 is a remainder of much larger terms.

## Arrhenius plot

From $S_f=-\partial G_f/\partial T$ and $H_f=G_f+TS_f$,

$$S_f=S_0+2Ak_B\theta,\qquad H_f=E_f-A\theta^2+2A\theta^2=E_f+A\theta^2 ,$$

$$\ln c=-\beta E_f+S_0/k_B+A/\beta .$$

The local slope is $-E_f-A/\beta^2=-H_f$ and the curvature is $2A/\beta^3$, upward for $A>0$; harmonic theory with classical nuclei gives a straight line. At 1000 K, $\theta=0.08617$ eV, and $G_f=1.2000-2.0427\times0.08617-0.0324=0.9915$ eV, $H_f=1.232$ eV, $S_f=2.043+0.753=2.80\,k_B$, $c=e^{-0.9915/0.08617}=1.0\times10^{-5}$. At 700 K, $c=2.3\times10^{-8}$; at 300 K, $H_f=1.203$ eV, $S_f=2.27\,k_B$ and $c=6.0\times10^{-20}$.

Fit a straight line by least squares over a window uniform in $\beta=\beta_0(1+\delta y)$, $-1\le y\le1$. The linear terms of $\ln c$ are reproduced exactly, so only $1/\beta=\beta_0^{-1}\sum_n(-\delta y)^n$ needs fitting. The slope is $\langle(\beta-\beta_0)/\beta\rangle/\langle(\beta-\beta_0)^2\rangle$. With $\langle y^2\rangle=\tfrac13$ and $\langle y^4\rangle=\tfrac15$ the numerator is $-(\delta^2/3+\delta^4/5+\dots)$ and the denominator $\beta_0^2\delta^2/3$, so the slope is $-\theta_0^2(1+\tfrac35\delta^2)$ with $\theta_0=1/\beta_0$. The intercept is the mean $\theta_0(1+\tfrac13\delta^2)$ minus slope times $\beta_0$. To order $\delta^2$,

$$H_{\rm app}=E_f+A\theta_0^2\left(1+\tfrac35\delta^2\right),\qquad \frac{S_{\rm app}}{k_B}=\frac{S_0}{k_B}+A\theta_0\left(2+\tfrac{14}{15}\delta^2\right).$$

For 700–1000 K, $\delta=300/1700=0.1765$, $T_0=823.5$ K and $\theta_0=0.07097$ eV, giving $H_{\rm app}-E_f=4.369\times0.07097^2\times1.0187=22.4$ meV and $S_{\rm app}=2.043+0.310\times2.029=2.67\,k_B$. The residual of a least-squares line is orthogonal to $1$ and to $\beta$, so it changes sign at least twice inside the window; a strictly convex residual has at most two zeros and is positive outside them. For $A>0$ extrapolation therefore underestimates $c$. At 300 K, $\theta=0.02585$ eV, the logarithm of the ratio of the curved law to the line is $A\theta-0.629+0.02242/\theta=0.113-0.629+0.867=0.351$, a factor 1.42 above the extrapolated $4.2\times10^{-20}$. For $\delta\to0$ this logarithm is $A(\theta-2\theta_0+\theta_0^2/\theta)=A(\theta_0-\theta)^2/\theta$, linear in $A$, so the factor grows exponentially with $A$.

## Where the result fails

At low temperature the nuclei are not classical. An oscillator has $F=\theta\ln[2\sinh(\xi/2)]=\theta\ln\xi+\theta\xi^2/24+O(\theta\xi^4)$ with $\xi=\hbar\omega/\theta$, and $\sum\omega^2=\operatorname{tr}K/m$. Each bond adds $\phi''$ to the trace at both ends and six bonds are missing, so the leading harmonic correction to $G_f$ is $-12\phi''\hbar^2/(24m\theta)=-\hbar^2\phi''/(2m\theta)$. Summing $\theta\ln[2\sinh(\xi/2)/\xi]$ over the computed modes gives $-1.44$, $-0.62$ and $-0.44$ meV at 300, 700 and 1000 K, to be set against $A\theta^2=2.9$, $15.9$ and $32.4$ meV. In $G_f$ the correction is half of the anharmonic term at 300 K, where $\theta$ is close to the highest phonon energy of 24.5 meV, and 4% of it at 700 K. In $H_f=G_f-T\,\partial G_f/\partial T$ a term proportional to $1/\theta$ counts twice, so at 300 K it gives about $-2.9$ meV and cancels the anharmonic $+2.9$ meV. The correction is not included in the values of $c$, $H_f$ and $S_f$ above, and quantum corrections to the anharmonic terms were not evaluated.

At high temperature the expansion parameter is $\theta/D$, equal to 0.30 at 700 K and 0.43 at 1000 K. The $\theta^3$ coefficient was not computed, so the values in that window belong to the truncated series. Their error relative to the full Morse crystal is unknown and, at such $\theta/D$, may be as large as $A\theta^2$ itself. The melting point of the model was not determined either. At 1000 K the harmonic root-mean-square displacement of a bulk atom, $(\theta\operatorname{tr}\mathcal G_{ii})^{1/2}$, is about $0.11\,r_0$, which by Lindemann's rule is in the range where crystals melt, so the 1000 K values illustrate the formulas and may lie outside the range of the stable solid.

The symmetry argument and the four-term form of the vibrational part of $A$ hold for a monovacancy of cubic symmetry in any fcc crystal, with $K$ and $\Phi$ taken at the relaxed defect geometry, and the local term always makes a non-negative contribution to $A$. The strong form of local Grüneisen theory, $S_f\propto T$ and governed by the inward mode, needs $S_0\ll2Ak_B\theta$ and a near cancellation of the other three terms. Neither holds in this model, where $S_0=2.04\,k_B$ exceeds $2Ak_B\theta=0.75\,k_B$ at 1000 K. The model cannot decide the matter for a real metal: being a pair model it lacks the many-body forces by which the remaining bonds respond to a lost neighbour, so its $E_f$ equals the cohesive energy $6D$ per atom, and with nearest-neighbour bonds all at $\phi'=0$ it has no static relaxation. The four terms have to be evaluated with first-principles force constants.

Upward curvature alone also does not identify the cause. The Sommerfeld expansion makes the electronic free energy of a metal start at order $\theta^2$, so a change of the density of states at the Fermi level contributes to $A$: an increase raises it and a decrease lowers it. If divacancies coexist with monovacancies, the vacant-site fraction is a sum $c=\sum_ic_i$ with $c_i\propto e^{-\beta H_i}$. For constant $H_i$, $\partial_\beta\ln c=-\sum_iH_ic_i/c$, and a second derivative gives $\sum_iH_i^2c_i/c-(\sum_iH_ic_i/c)^2$, the variance of $H_i$ over the species, which is positive without any anharmonicity.
